# Kotani's effective moments for t2g^n ions and the d4 case

Suppose a scalar-relativistic calculation on an octahedral complex has found four electrons in the $t_{2g}$ shell with $S=1$. To predict the measured susceptibility, one must decide whether that spin can go straight into Curie's law, or whether the spin-orbit levels must first be found and thermally averaged. In the second case one must also decide whether the lowest Hund term suffices. For an isolated, undistorted ion the orbital moment rules out the first choice even when $\zeta\ll kT$. How far the moment departs from the spin-only value, and whether the lowest Hund term suffices, depends on the ratios $\zeta/kT$ and $\zeta/J_H$, where $\zeta>0$ is the one-electron spin-orbit constant and $J_H$ the Hund exchange energy.

## 1. The orbital moment of a $t_{2g}$ shell

The model is an isolated, undistorted octahedral ion with $n$ electrons in pure $t_{2g}$ orbitals. The $e_g$ orbitals are taken as infinitely high, and covalency, coupling between ions and core diamagnetism are left out. The spin $g$ factor is 2, and angular momenta are in units of $\hbar$.

Apply $l_z=-i(x\partial_y-y\partial_x)$ to the angular functions:

$$l_z\,yz=-i\,xz,\qquad l_z\,xz=+i\,yz,\qquad l_z\,xy=-i(x^2-y^2). \tag{1}$$

The last function belongs to $e_g$, so its projection on $t_{2g}$ is zero. For $p$ functions, $l_z x=+iy$, $l_z y=-ix$ and $l_z z=0$. Under the map $yz\to x$, $xz\to y$, $xy\to z$ the two sets agree except for the sign. Cyclic permutation gives the other components, so within $t_{2g}$

$$\mathbf l=-\mathbf l_{\rm eff},\qquad l_{\rm eff}=1 . \tag{2}$$

From here $\mathbf L$ denotes the total effective angular momentum. The spin-orbit operator and the magnetic moment become

$$H_{SO}=-\zeta\sum_i\mathbf l_{{\rm eff},i}\cdot\mathbf s_i,\qquad \boldsymbol\mu=-\mu_B\mathbf M,\qquad \mathbf M=2\mathbf S-\mathbf L . \tag{3}$$

## 2. Levels of the Hund term

Kotani's formulas assume that $J_H$ is large beside both $\zeta$ and $kT$, so that only the lowest term counts. One electron gives $L=1$, $S=\tfrac12$. Two parallel spins require an antisymmetric orbital state, which for two $l=1$ electrons has $L=1$; here $S=1$. Three parallel spins fill each orbital once, giving $L=0$, $S=\tfrac32$. The fourth electron adds $L=1$ and leaves $S=1$. Five electrons amount to one hole, with $L=1$, $S=\tfrac12$.

Within one term, rotational symmetry makes $\sum_i\mathbf l_{{\rm eff},i}\cdot\mathbf s_i=c\,\mathbf L\cdot\mathbf S$. Take the state with $M_L=1$, $M_S=S$. For $n<3$ all spins are up, the left side is $\tfrac12 M_L=\tfrac12$, and $cS=\tfrac12$. For $n=4,5$ the filled spin-up set carries no orbital momentum. All of $M_L$ then belongs to spin-down electrons, so $cS=-\tfrac12$. With the minus sign in (3),

$$H=\Lambda\,\mathbf L\cdot\mathbf S,\qquad \Lambda=\begin{cases}-\zeta/2S,& n=1,2\\ +\zeta/2S,& n=4,5.\end{cases} \tag{4}$$

Since $2\mathbf L\cdot\mathbf S=J^2-L^2-S^2$, where $\mathbf J=\mathbf L+\mathbf S$,

$$E_J=\tfrac12\Lambda\,[J(J+1)-2-S(S+1)] . \tag{5}$$

For $n=4$, $\Lambda=\zeta/2$ and the levels $J=0,1,2$ lie at $-\zeta$, $-\zeta/2$, $+\zeta/2$. The ground level is a singlet without a permanent moment, whatever the size of $\zeta$. For $n=2$ the order is inverted.

## 3. Susceptibility of the levels

A field $B$ along $z$ adds $bM_z$ to the Hamiltonian, with $b=\mu_BB$. Choose states $i$ that diagonalize $J_z$ within each level. To second order

$$E_i(b)=E_i+b\,m_i-b^2\sum_k\frac{|M_{ki}|^2}{E_k-E_i},\qquad m_i=\langle i|M_z|i\rangle, \tag{6}$$

where $k$ runs over other levels. Expand $e^{-E_i(b)/kT}$ to order $b^2$. The linear term cancels in the sum because within each level $m_i$ is proportional to $m_J$, so its values come in pairs $\pm m$. With $F=-kT\ln Z$ and $\chi=-\partial^2F/\partial B^2$ per ion,

$$\frac{\chi}{\mu_B^2}=\frac1Z\sum_i e^{-E_i/kT}\Big[\frac{m_i^2}{kT}+2\sum_k\frac{|M_{ki}|^2}{E_k-E_i}\Big]. \tag{7}$$

The effective moment, in units of $\mu_B$, is defined by $\mu^2=3kT\chi/\mu_B^2$. Collecting each pair of levels once, with $e_J=e^{-E_J/kT}$,

$$\mu^2=\frac1Z\Big[\sum_JC_Je_J+6kT\sum_{J<J'}W_{JJ'}\frac{e_J-e_{J'}}{E_{J'}-E_J}\Big]. \tag{8}$$

Here $C_J=3\sum m_i^2$ over level $J$, and $W_{JJ'}$ is the sum of $|M_z|^2$ over all pairs of states from the two levels.

Both follow from $\mathbf M=3\mathbf S-\mathbf J$. Within a level $\mathbf S$ acts as $g_S\mathbf J$. Taking the product with $\mathbf J$ and using $L^2=(\mathbf J-\mathbf S)^2$,

$$g_S=\frac{J(J+1)+S(S+1)-2}{2J(J+1)},\qquad g=3g_S-1. \tag{9}$$

Since $\sum m_J^2=J(J+1)(2J+1)/3$, $C_J=g^2J(J+1)(2J+1)$.

**Spin 1.** For $J=1$ and $J=2$, $g_S=\tfrac12$ and $g=\tfrac12$, so $C_0=0$, $C_1=\tfrac32$, $C_2=\tfrac{15}2$. Between levels $\mathbf J$ has no elements, and $M_z$ acts as $3S_z$. The vector $S_z|J{=}0\rangle$ lies wholly in $J=1$, and its squared length is $S(S+1)/3=\tfrac23$. Hence $W_{01}=9\cdot\tfrac23=6$. Over all nine states the trace of $S_z^2$ is 6. The parts diagonal in $J$ supply $\tfrac14(2+10)=3$. The remaining 3 counts each pair of levels twice, so the pairs sum to $\tfrac32$, and $W_{12}=9(\tfrac32-\tfrac23)=\tfrac{15}2$. A vector operator does not connect $J=0$ with $J=2$.

**Spin ½.** For $J=\tfrac32$, $g_S=\tfrac13$ and $g=0$; for $J=\tfrac12$, $g_S=-\tfrac13$ and $g=-2$. Thus $C_{3/2}=0$ and $C_{1/2}=6$. The trace of $S_z^2$ over six states is $\tfrac32$, and its diagonal part is $\tfrac19(5+\tfrac12)=\tfrac{11}{18}$. The pair sum is half the difference, $\tfrac49$, so $W=4$.

## 4. Kotani's formulas

Let $x=\zeta/kT$. For $n=4$, measure energies from $J=0$. The gaps $\zeta/2$ and $\zeta$ turn the factor $6kT/(E_{J'}-E_J)$ into $12/x$ and $6/x$, so the bracket in (8) is

$$\tfrac32e^{-x/2}+\tfrac{15}2e^{-3x/2}+\tfrac{72}x(1-e^{-x/2})+\tfrac{45}x(e^{-x/2}-e^{-3x/2}).$$

Collecting exponentials and dividing by $Z=1+3e^{-x/2}+5e^{-3x/2}$,

$$\mu_4^2=\frac{3\left[24+(\tfrac x2-9)e^{-x/2}+(\tfrac{5x}2-15)e^{-3x/2}\right]}{x\,(1+3e^{-x/2}+5e^{-3x/2})}. \tag{10}$$

For $n=1$ the ground level is $J=\tfrac32$ and the gap is $3\zeta/2$. The bracket is $6e^{-3x/2}+(16/x)(1-e^{-3x/2})$ and $Z=4+2e^{-3x/2}$. Dividing both by 2,

$$\mu_1^2=\frac{8+(3x-8)e^{-3x/2}}{x\,(2+e^{-3x/2})}. \tag{11}$$

By (4), $n=5$ differs from $n=1$, and $n=2$ from $n=4$, by the sign of $\zeta$ alone. Equation (8) holds for either order of the levels, so $x\to-x$ is allowed. Multiplying numerator and denominator by $-e^{-3x/2}$ afterwards gives

$$\mu_5^2=\frac{3x+8-8e^{-3x/2}}{x\,(1+2e^{-3x/2})}, \tag{12}$$

$$\mu_2^2=\frac{3\left[\tfrac{5x}2+15+(\tfrac x2+9)e^{-x}-24e^{-3x/2}\right]}{x\,(5+3e^{-x}+e^{-3x/2})}. \tag{13}$$

For $n=3$, $L=0$ and $\mu^2=4S(S+1)=15$; the closed shell $n=6$ gives zero.

## 5. Hot and cold limits

For small $x$, the pair factor in (8) expands as

$$kT\,\frac{e_J-e_{J'}}{E_{J'}-E_J}=1-\frac{E_J+E_{J'}}{2kT}+\dots \tag{14}$$

To first order, therefore, $\mu^2=\langle M^2\rangle-\langle HM^2\rangle/kT$, with averages over all states of the term at equal weight; $Z$ has no first-order change because $\langle H\rangle=0$. Insert $M^2=4S^2+L^2-4\,\mathbf L\cdot\mathbf S$. Isotropy gives $\langle(\mathbf L\cdot\mathbf S)^2\rangle=3\cdot\tfrac23\cdot\tfrac13S(S+1)$, so

$$\mu^2=4S(S+1)+2+\frac{4\Lambda}{kT}\,\frac{2S(S+1)}3+\dots \tag{15}$$

For $n=4$ this is $10+8x/3$. Cooling a hot $d^4$ ion at first raises its moment: positive $\Lambda$ favours $\mathbf L$ antiparallel to $\mathbf S$, and the two then add in $2\mathbf S-\mathbf L$.

For large $x$ the exponentials vanish and (10) becomes

$$\mu_4^2\to\frac{72}x,\qquad \chi\to\frac{24\,\mu_B^2}{\zeta}. \tag{16}$$

The susceptibility is constant, because the field mixes some $J=1$ into the singlet and so induces a moment. The effective moment falls as $\sqrt T$ because its definition multiplies this constant by $T$. Between the limits (10) has a maximum of $3.62\,\mu_B$ at $x=2.21$.

The other fillings behave differently when cold. Equations (12) and (13) give $\mu_5^2\to3+8/x$ and $\mu_2^2\to\tfrac32+9/x$, so a permanent moment survives. Equation (11) gives $\mu_1^2\to4/x$. That moment vanishes although the ground level is fourfold degenerate, since spin and orbital parts cancel ($g=0$). The cancellation is exact only for pure, undistorted $t_{2g}$ orbitals. Mixing with $e_g$, a covalent reduction of the orbital moment, or a distortion can leave a small permanent moment, which then dominates at low temperature. For $\zeta=3000$ cm$^{-1}$ with $e_g$ 35000 cm$^{-1}$ higher, the moment at 1 K is about $0.4\,\mu_B$ instead of $0.03\,\mu_B$.

## 6. When $\zeta$ is comparable with $J_H$

In a heavy ion the condition $J_H\gg\zeta$ is doubtful. For $n=4$ the cold limit can be found without it.

Four electrons are two holes, and the interaction between holes equals that between electrons up to a constant at fixed $n$. Use the Kanamori form: repulsion $U$ within an orbital, $U-2J_H$ between orbitals, and exchange and pair hopping $J_H$. Two particles in different orbitals have energy $U-3J_H$ as a triplet and $U-J_H$ as a singlet. The three doubly occupied states have diagonal energy $U$ and mutual coupling $J_H$, hence energies $U+2J_H$ (once) and $U-J_H$ (twice). The terms are

$$^3P:\ 0,\qquad {}^1D:\ 2J_H,\qquad {}^1S:\ 5J_H . \tag{17}$$

States with $J=0$ come from $^3P$ and $^1S$, whereas $J=1$ occurs in $^3P$ alone and stays at $-\zeta/2$. In the basis $(^3P_0,{}^1S_0)$

$$H_{J=0}=\begin{pmatrix}-\zeta&v\\v&5J_H\end{pmatrix}. \tag{18}$$

The coupling $v$ does not depend on $J_H$, so it can be fixed at $J_H=0$. There the electrons are independent, with $j=\tfrac32$ at $-\zeta/2$ and $j=\tfrac12$ at $+\zeta$. Filling $j=\tfrac32$ gives a $J=0$ state at $-2\zeta$. The eigenvalue condition $\lambda^2+\zeta\lambda-v^2=0$ at $\lambda=-2\zeta$ yields $v^2=2\zeta^2$.

With $a=5J_H/\zeta$ and $R=\sqrt{(a+1)^2+8}$, the lower eigenvalue of (18) is $E_0=\zeta(a-1-R)/2$. The gap to $J=1$ is

$$\Delta=-\tfrac12\zeta-E_0=\tfrac12\zeta(R-a). \tag{19}$$

The $^1S$ weight in the ground state is $\partial E_0/\partial(5J_H)=\tfrac12[1-(a+1)/R]$, so the $^3P_0$ weight is

$$c^2=\tfrac12\Big[1+\frac{a+1}R\Big]. \tag{20}$$

Since $\mathbf M$ contains total $\mathbf S$ and $\mathbf L$, it cannot take $^1S$ into $^3P$. The strength $W_{01}=6$ is therefore multiplied by $c^2$, and (7) gives for $kT\ll\Delta$

$$\chi=\frac{12\,c^2\mu_B^2}{\Delta}. \tag{21}$$

For $a\to\infty$, $R-a\to1$ and $c^2\to1$, which restores $24\mu_B^2/\zeta$. At $J_H=0$, $R=3$, $c^2=\tfrac23$, $\Delta=\tfrac32\zeta$ and $\chi=16\mu_B^2/(3\zeta)$, smaller by a factor 4.5. Mixing with $^1S$ both widens the gap and weakens the matrix element.

## 7. Os(IV) and low-spin Mn(III)

Round parameters represent the $5d$ and $3d$ scales; they are neither fitted nor measured. The Os(IV)-like ion has $\zeta=J_H=3000$ cm$^{-1}$, and the low-spin Mn(III)-like ion has $\zeta=300$ and $J_H=6000$ cm$^{-1}$. At 300 K, $kT=208.5$ cm$^{-1}$.

For the Os-like ion $x=3000/208.5=14.39$, and (16) gives $\mu=\sqrt{72/14.39}=2.24$. Finite $J_H$ matters here: $a=5$, $R=\sqrt{44}=6.633$, $\Delta=1500\times1.633=2450$ cm$^{-1}$ and $c^2=0.952$. From (21), $\chi\zeta/\mu_B^2=12\times0.952/0.8166=13.99$, so

$$\mu=\sqrt{3\times13.99/14.39}=1.71 .$$

For the Mn-like ion $x=1.439$, $e^{-x/2}=0.487$ and $e^{-3x/2}=0.1155$. Equation (10) gives

$$\mu^2=\frac{3\,(24-4.03-1.32)}{1.439\,(1+1.461+0.578)}=12.8,\qquad \mu=3.58 .$$

The table compares (10) with the full diagonalization of all $t_{2g}^4$ states; moments are in $\mu_B$.

| $T$ (K) | Os-like, (10) | Os-like, full | Mn-like, (10) | Mn-like, full |
|---|---|---|---|---|
| 10 | 0.41 | 0.31 | 1.29 | 1.27 |
| 100 | 1.29 | 0.99 | 3.45 | 3.43 |
| 300 | 2.23 | 1.71 | 3.58 | 3.58 |

A singlet ground level thus does not make the ion nearly nonmagnetic. At 300 K the Os-like moment is 60% of the spin-only value $2.83\,\mu_B$, not close to zero. What is absent is a permanent moment: the molar susceptibility stays at $1.22\times10^{-3}$ cm$^3$/mol (cgs) from 10 to 300 K, with no Curie rise. At 300 K the Mn-like ion has $5.33\times10^{-3}$ cm$^3$/mol, 4.4 times as much.

The Mn-like ion has the same singlet ground level, but its gap is 156 cm$^{-1}$, or 224 K, against 3525 K for the Os-like ion. At room temperature its $J=1$ and $J=2$ levels are populated, and its moment exceeds spin-only. At 10 K it too has lost most of its moment, although its constant susceptibility is then larger than that of the Os-like ion because its gap is smaller. Keeping $J_H=3000$ cm$^{-1}$ and lowering $\zeta$ alone to 300 cm$^{-1}$ brings the Os-like moment at 300 K to $3.58\,\mu_B$. In this model the contrast is therefore due to $\zeta$.

A large $\zeta$ does not quench every filling. With the Os-like parameters at 300 K, the full moments for $n=1$ to 5 are 0.53, 1.23, 3.68, 1.71 and $1.89\,\mu_B$. For $n=1$ and 5 they agree with (11) and (12), since one electron or one hole has a single term. For $n=3$ the value lies below $\sqrt{15}=3.87$, because at $\zeta=J_H$ spin-orbit coupling mixes other terms into the $L=0$ state.

For the decision posed at the start, Curie's law with $S=1$ fails for both ions at 300 K, in opposite directions. It fails for $\zeta\ll kT\ll J_H$ as well, where (15) gives $\mu^2=10$ instead of the spin-only 8, because the orbital moment still contributes. The Hund term with (10) serves the Mn-like ion, while within the pure $t_{2g}$ model the Os-like ion needs (21), since (10) overestimates its moment by about 30% relative to the full result. These results assume an isolated, undistorted ion. For $n=4$ the powder-averaged moments are safe if any distortion splits $t_{2g}$ by much less than $\zeta$ and coupling between ions is small beside $\Delta$. Moments along single crystal axes shift at first order, by 4 to 5% for a tetragonal splitting of $0.1\zeta$ when only the singlet is populated. For the light ion the condition is demanding: a tetragonal splitting of 1000 cm$^{-1}$ lowers the Mn-like powder moment at 300 K from 3.58 to about 3.2 or $3.4\,\mu_B$, depending on its sign. Where a permanent moment survives, the coupling must also be small beside $kT$, and so must any splitting of the ground level by distortion. The neglected $e_g$ orbitals matter more for the heavy ion than the ratio of $\zeta$ to the cubic splitting suggests. A diagonalization of all $d^4$ states shows this, using the full Coulomb interaction of the $d$ shell with Racah parameters $C=4B$ and $3B+C=J_H$. Placing the $e_g$ orbitals 35000 cm$^{-1}$ above $t_{2g}$, with $\zeta$ and $J_H$ unchanged, lowers the Os-like moment at 300 K from 1.71 to about $1.4\,\mu_B$, whereas the Mn-like moment changes by only about 1%. The Os-like value runs from 1.30 to $1.45\,\mu_B$ as the cubic splitting goes from 25000 to 45000 cm$^{-1}$. The drop comes mainly from the spin-orbit elements between $t_{2g}$ and $e_g$, which help widen the gap from 2450 to about 3200 cm$^{-1}$; without them the moment is $1.74\,\mu_B$. The other fillings shift as well: at 35000 cm$^{-1}$ the Os-like moments for $n=1,2,3,5$ become about 0.6, 0.9, 3.1 and $2.0\,\mu_B$. Covalency also counts: scaling $\mathbf L$ in $\mathbf M$ by 0.8 within pure $t_{2g}$ gives 1.59 and $3.38\,\mu_B$ for the Os-like and Mn-like $n=4$ ions at 300 K. The numerical output below gives the remaining values.

## Computed results

```
kT at 300 K = 208.51 cm^-1
spin-only moment for S=1 = 2.828 mu_B
largest deviation, Kotani vs full at JH=1e5 zeta = 8.2e-06
largest deviation, cold chi formula vs full = 4.9e-09
t2g^4 Kotani maximum: x = 2.211, moment = 3.624 mu_B
t2g^4 hot limit of moment = 3.162 mu_B
Os(IV)-like: zeta = 3000 cm^-1, JH = 3000 cm^-1
  x at 300 K = 14.388
  gap J=0 to J=1: 2449.9 cm^-1 = 3525 K (Kotani limit 1500 cm^-1)
  3P0 weight in ground state = 0.9523
  cold chi*zeta/mu_B^2 = 13.993
  temperature of Kotani maximum = 1953 K
  T= 10 K: Kotani 0.408 mu_B, full 0.312 mu_B, chi 1.216e-03 cm^3/mol
  T= 30 K: Kotani 0.707 mu_B, full 0.540 mu_B, chi 1.216e-03 cm^3/mol
  T=100 K: Kotani 1.292 mu_B, full 0.986 mu_B, chi 1.216e-03 cm^3/mol
  T=300 K: Kotani 2.234 mu_B, full 1.708 mu_B, chi 1.216e-03 cm^3/mol
Mn(III)-like: zeta = 300 cm^-1, JH = 6000 cm^-1
  x at 300 K = 1.439
  gap J=0 to J=1: 155.9 cm^-1 = 224 K (Kotani limit 150 cm^-1)
  3P0 weight in ground state = 0.9998
  cold chi*zeta/mu_B^2 = 23.081
  temperature of Kotani maximum = 195 K
  T= 10 K: Kotani 1.292 mu_B, full 1.267 mu_B, chi 2.006e-02 cm^3/mol
  T= 30 K: Kotani 2.234 mu_B, full 2.192 mu_B, chi 2.003e-02 cm^3/mol
  T=100 K: Kotani 3.451 mu_B, full 3.432 mu_B, chi 1.473e-02 cm^3/mol
  T=300 K: Kotani 3.577 mu_B, full 3.577 mu_B, chi 5.333e-03 cm^3/mol
Os-like, 300 K, from cold chi formula = 1.708 mu_B
Os-like, 300 K, cold chi formula with JH=0 = 1.055 mu_B
control: Os-like JH but zeta=300 cm^-1, 300 K = 3.576 mu_B
chi ratio Mn-like/Os-like at 300 K = 4.39
moments at 300 K in mu_B, Kotani / full, same zeta and JH for all n:
  n=1: Os(IV)-like 0.527 / 0.527; Mn(III)-like 1.577 / 1.577
  n=2: Os(IV)-like 1.458 / 1.227; Mn(III)-like 2.547 / 2.542
  n=3: Os(IV)-like 3.873 / 3.684; Mn(III)-like 3.873 / 3.873
  n=4: Os(IV)-like 2.234 / 1.708; Mn(III)-like 3.577 / 3.577
  n=5: Os(IV)-like 1.886 / 1.886; Mn(III)-like 2.536 / 2.536
```
